# Which dislocation-loop variants vanish in a single 220 image?

## The question

Ion implantation followed by annealing can leave dislocation loops near the end of the ion range. A crystal with an fcc translation lattice of cubic parameter $a$ contains two kinds of interstitial loop:

- A faulted (Frank) loop is an extra {111} layer. Its Burgers vector $\mathbf b$ is normal to the layer and as long as the {111} spacing.
- A perfect loop has one of the shortest lattice vectors as its Burgers vector. Here it also lies on a {111} plane, with $\mathbf b$ not contained in that plane.

A (001) foil is imaged with the reflection $\mathbf g=220$ near its Bragg condition. The beam is several degrees from [001], tilted mainly about $\mathbf g$ to weaken the other reflections. Exactly at [001], or tilted from it only along $\mathbf g$, several reflections would be excited to a comparable degree, and the image could not be treated as a two-beam one. The small tilt is neglected in the geometry below. Measure $\mathbf g$ in units of $1/a$, without a factor $2\pi$, and $\mathbf b$ in units of $a$. Since $\mathbf b$ and $-\mathbf b$ give the same $|\mathbf g\cdot\mathbf b|$, count them as one variant. Until part (g), "invisible" means $\mathbf g\cdot\mathbf b=0$.

For the numerical parts the crystal is implanted CeO$_2$, with $a=0.54$ nm (a rough value). A field of 500 nm by 500 nm shows 60 faulted and 50 perfect loops, all of radius $R=10$ nm. These counts are chosen for the exercise.

## (a) Why does $\mathbf g\cdot\mathbf b$ govern the contrast?

**Answer.** Write the potential of the undisturbed crystal as

$$V(\mathbf r)=\sum_{\mathbf g}V_{\mathbf g}\,e^{2\pi i\mathbf g\cdot\mathbf r}.$$

A displacement field $\mathbf u(\mathbf r)$ brings to $\mathbf r$ the material that was at $\mathbf r-\mathbf u$. If $\mathbf u$ varies little across a unit cell, the new potential is

$$V(\mathbf r-\mathbf u)=\sum_{\mathbf g}\left[V_{\mathbf g}\,e^{-2\pi i\mathbf g\cdot\mathbf u}\right]e^{2\pi i\mathbf g\cdot\mathbf r}.$$

The wave scattered into the beam $\mathbf g$ therefore carries the extra phase $-2\pi\,\mathbf g\cdot\mathbf u$. Treat the foil as independent columns along the beam. A constant $\mathbf u$ multiplies the whole diffracted amplitude of a column by one phase factor and leaves its intensity unchanged. Contrast requires $\mathbf g\cdot\mathbf u$ to vary along the column.

Across the loop surface $\mathbf u$ jumps by $\mathbf b$, so a column through the loop acquires the factor $e^{\mp2\pi i\mathbf g\cdot\mathbf b}$, the sign depending on the direction of crossing. There are three cases.

1. If $\mathbf g\cdot\mathbf b$ is not an integer, the factor differs from 1, and the loop surface itself can give stacking-fault contrast. Its strength depends on the depth of the surface and vanishes at particular depths.
2. If $\mathbf g\cdot\mathbf b$ is a nonzero integer, the factor is 1 and the surface gives no contrast. On a path around the dislocation line, from one face of the loop to the other, $\mathbf g\cdot\mathbf u$ must still change by $\mathbf g\cdot\mathbf b$, which is at least one full turn of phase. This forced variation makes the line visible.
3. If $\mathbf g\cdot\mathbf b=0$, there is neither a phase jump nor a forced change around the line.

The third case is the invisibility criterion. It does not say that $\mathbf g\cdot\mathbf u$ vanishes everywhere, a point taken up in part (g).

## (b) Find the Burgers vectors and count the variants.

**Answer.** The points of an fcc lattice are the cube corners and face centres:

$$\mathbf R=\frac a2[n_1\,n_2\,n_3],\qquad n_1+n_2+n_3\ \text{even}.$$

*Perfect loops.* The squared length is $(a^2/4)(n_1^2+n_2^2+n_3^2)$. An integer and its square have the same parity, so the sum of squares is also even. Its smallest nonzero value is 2, reached when two entries are $\pm1$ and the third is 0. There are 3 places for the zero and 4 choices of signs, hence 12 vectors $\frac a2\langle110\rangle$, or 6 variants up to sign.

*Faulted loops.* Let $\mathbf s=[s_1s_2s_3]$ with each $s_i=\pm1$. For a lattice point,

$$\mathbf s\cdot\mathbf R=\frac a2(s_1n_1+s_2n_2+s_3n_3).$$

Changing the sign of an integer does not alter its parity, so the bracket is even and $\mathbf s\cdot\mathbf R$ is an integer times $a$. Neighbouring planes differ by $a$ in $\mathbf s\cdot\mathbf R$. Because $|\mathbf s|=\sqrt3$, their spacing is $d=a/\sqrt3$. The Burgers vector is this spacing times the unit normal:

$$\mathbf b=\frac{a}{\sqrt3}\,\frac{[s_1s_2s_3]}{\sqrt3}=\frac a3[s_1s_2s_3].$$

Eight choices of sign give 4 variants up to sign. The components $\pm a/3$ are not multiples of $a/2$, so $\mathbf b$ is not a lattice vector. This is why the layer leaves a stacking fault.

## (c) What fraction of each set is invisible with $\mathbf g=220$?

**Answer.** For the faulted loops,

$$\mathbf g\cdot\mathbf b=\frac{2s_1+2s_2+0\cdot s_3}{3}=\frac23(s_1+s_2).$$

This vanishes when $s_2=-s_1$. Up to an overall sign, set $s_1=1$; the four variants are then the four choices of $(s_2,s_3)$:

| Faulted variant | $\lvert\mathbf g\cdot\mathbf b\rvert$ |
|---|---|
| $\frac13[111]$, $\frac13[11\bar1]$ | 4/3 |
| $\frac13[1\bar11]$, $\frac13[1\bar1\bar1]$ | 0 |

Two of four are invisible, a fraction $f_F=1/2$. The visible ones have a phase jump of magnitude $2\pi\times4/3=8\pi/3$, equivalent to $2\pi/3$, and so show fault contrast.

For the perfect loops, $\mathbf b=\frac12[n_1n_2n_3]$ gives

$$\mathbf g\cdot\mathbf b=\frac{2n_1+2n_2}{2}=n_1+n_2.$$

| Perfect variant | $\lvert\mathbf g\cdot\mathbf b\rvert$ |
|---|---|
| $\frac12[110]$ | 2 |
| $\frac12[101]$, $\frac12[10\bar1]$, $\frac12[011]$, $\frac12[01\bar1]$ | 1 |
| $\frac12[1\bar10]$ | 0 |

One of six is invisible, a fraction $f_P=1/6$.

Geometrically, the invisible vectors lie in the plane perpendicular to $\mathbf g$. The (110) plane contains two of the four ⟨111⟩ axes but one of the six ⟨110⟩ axes.

*Habit planes.* A perfect variant can lie on more than one {111} plane, so one should check that counting pairs $(\mathbf b,\text{plane})$ does not alter the fraction. For $\mathbf b=\frac12[110]$ and plane normal $\mathbf s$, $\mathbf b\cdot\mathbf s=\frac12(s_1+s_2)$, which is nonzero for two of the four planes. By cubic symmetry each $\mathbf b$ has two such planes. There are 12 pairs, 2 of them invisible, and the fraction is again $1/6$.

## (d) Do the fractions depend on the reflection?

**Answer.** Within the 220 family they do not. Take $\mathbf g=2[\sigma_1\sigma_20]$ with $\sigma_i=\pm1$; the other members follow by permuting the axes. For faulted loops,

$$\mathbf g\cdot\mathbf b=\frac23(\sigma_1s_1+\sigma_2s_2),$$

which vanishes for half of the sign choices. For perfect loops $\mathbf g\cdot\mathbf b=\sigma_1n_1+\sigma_2n_2$. The four variants with $n_3\neq0$ have one nonzero entry among $n_1,n_2$ and give $\pm1$. Of the two with $n_3=0$, one gives $\pm2$ and the other 0.

Other families behave differently.

- For $\mathbf g=111$, faulted loops give $(s_1+s_2+s_3)/3$. A sum of three odd numbers is odd and cannot vanish, so none is invisible. Perfect loops give $(n_1+n_2+n_3)/2$, which vanishes when the two nonzero entries have opposite signs: 3 of 6.
- For $\mathbf g=400$, faulted loops give $4s_1/3$, never zero. Perfect loops give $2n_1$, which vanishes for the 2 of 6 variants with $n_1=0$.

A correction factor derived for 220 must therefore not be carried over to an image taken with 111 or 400.

## (e) Estimate the true loop numbers and the stored cations.

**Answer.** Assume that the variants of each kind are equally populated and that every loop with $\mathbf g\cdot\mathbf b\ne0$ is detected and correctly classified. If $n$ loops are seen, then on average $n=N(1-f)$, so

$$N=\frac{n}{1-f}.$$

The two estimates are

$$N_F=\frac{60}{1/2}=120,\qquad N_P=\frac{50}{5/6}=60.$$

*Spread.* Even with equal probabilities, the variants in one small field are a random draw. For fixed $N$, the number seen is binomial with probability $p=1-f$ and variance $Np(1-p)$. Dividing $n$ by $p$ divides the variance by $p^2$:

$$\operatorname{var}\left(\frac np\right)=\frac{N(1-p)}{p}=\frac{Nf}{1-f}.$$

Inserting the estimated $N$ gives standard deviations $\sqrt{120}=11.0$ for faulted loops and $\sqrt{60/5}=3.5$ for perfect loops. They describe the random choice of variant alone. Fluctuations of the total number from field to field come in addition.

*Densities.* The field area is $(5.00\times10^{-5}\ \text{cm})^2=2.50\times10^{-9}$ cm$^2$. The densities are $4.8\times10^{10}$ cm$^{-2}$ for faulted and $2.4\times10^{10}$ cm$^{-2}$ for perfect loops. The total is $7.2\times10^{10}$ cm$^{-2}$, against $4.4\times10^{10}$ cm$^{-2}$ from the uncorrected counts.

*Ratio of the two kinds.* The seen ratio is the true ratio multiplied by $(1/2)/(5/6)=3/5$. The image suggests $60/50=1.2$ faulted loops per perfect loop, whereas the corrected ratio is 2.0.

*Cations.* An fcc cell of volume $a^3$ holds four cations, so each occupies $a^3/4$. A faulted loop inserts a disc of volume $\pi R^2a/\sqrt3$, which contains

$$N_c=\frac{\pi R^2\,a/\sqrt3}{a^3/4}=\frac{4\pi R^2}{\sqrt3\,a^2}=2488$$

cations. For a perfect loop the inserted thickness is the component of $\mathbf b$ along the plane normal. With $\mathbf b=\frac a2[110]$ on (111),

$$\mathbf b\cdot\frac{[111]}{\sqrt3}=\frac a2\,\frac{1+1}{\sqrt3}=\frac{a}{\sqrt3},$$

so the same $N_c$ applies. The 180 loops store

$$\frac{180\times2488}{2.50\times10^{-9}\ \text{cm}^2}=1.79\times10^{14}\ \text{cm}^{-2}.$$

The 110 visible loops alone would give $1.09\times10^{14}$ cm$^{-2}$. In CeO$_2$ a stoichiometric inserted layer also carries two oxygen ions per cation, not counted here.

*A consequence for annealing.* A faulted loop can become perfect by a shear in its own plane, for example

$$\frac a3[111]+\frac a6[11\bar2]=\frac a2[110].$$

Suppose that $N$ faulted loops all convert, with equal populations before and after and no loop created or lost. The number visible in a 220 image rises from $N/2$ to $5N/6$, a factor $5/3$. A growing count in one reflection is therefore not by itself evidence of new loops.

## (f) How can the equal-population assumption be tested or avoided?

**Answer.** Take a second image of the same area with $\mathbf g'=2\bar20$. For faulted loops,

$$\mathbf g'\cdot\mathbf b=\frac23(s_1-s_2).$$

This vanishes for $s_1=s_2$, the variants visible with 220, and equals $\pm4/3$ for $s_1=-s_2$, those invisible with 220. Each faulted loop satisfies the visibility condition in one image and not in the other. The sum of the two counts is then the total, whatever the populations.

For perfect loops $\mathbf g'\cdot\mathbf b=n_1-n_2$. The variant $\frac12[110]$ appears in the first image alone, $\frac12[1\bar10]$ in the second alone, and the other four in both. Adding the counts would count those four twice. Every variant does appear at least once, so matching loops by position and counting each loop once gives the total.

*How far can unequal populations move the result?* On a (001) foil a fourfold rotation about the normal carries the four {111} planes into one another. A stress with that symmetry does not distinguish the faulted variants. Nor does a uniaxial stress along [100], which makes the same angle with all four plane normals, but one along [110] does. If the visible pair held 60% of the faulted loops instead of 50%, the estimate would fall from 120 to $60/0.60=100$.

The perfect variants are not all equivalent even under fourfold symmetry: $\frac12[110]$ and $\frac12[1\bar10]$ lie in the foil plane and the other four are inclined to it. Suppose each in-plane variant is twice as populated as each inclined one. The weights add to $2\times2+4\times1=8$, the invisible variant has weight 2, and $f_P$ becomes $1/4$. The estimate rises from 60 to $50/(3/4)=66.7$.

## (g) Are loops with $\mathbf g\cdot\mathbf b=0$ truly without contrast?

**Answer.** No. Consider a circular faulted loop in an isotropic medium, with $z$ along its normal. When $\mathbf g\cdot\mathbf b=0$, $\mathbf g$ lies in the loop plane. Part (a) showed that a constant $\mathbf g\cdot\mathbf u$ gives no contrast. A varying one can also leave the intensity unchanged at particular depths, but invisibility at every depth, foil thickness and deviation from the Bragg condition would require $\mathbf g\cdot\mathbf u$ to be constant along every column. In an unbounded medium $\mathbf u$ tends to zero far along each column, so this constant would be zero, and the displacement along $\mathbf g$ would have to vanish everywhere.

Suppose first that there were no in-plane displacement at all, so that $\mathbf u=(0,0,w)$. With Lamé constants $\lambda,\mu$, equilibrium away from the loop surface reads

$$\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)=0.$$

Its $x$ and $y$ components become

$$(\lambda+\mu)\,\partial_x\partial_zw=0,\qquad(\lambda+\mu)\,\partial_y\partial_zw=0.$$

Since $\lambda+\mu>0$, $\partial_zw$ depends on $z$ alone. Far to the side of the loop the strain tends to zero, so $\partial_zw=0$ at every level $z\neq0$. Then $w$ does not change with $z$ above or below the loop plane, and because it vanishes at large distance it is zero on both sides. This contradicts the jump of size $|\mathbf b|$ across the loop. An in-plane displacement must exist.

By the symmetry of the loop about its axis, including reflection in planes through the axis, this displacement is radial. If $\varphi$ is the angle from $\mathbf g$ in the loop plane,

$$\mathbf g\cdot\mathbf u=|\mathbf g|\,u_r\cos\varphi,$$

which is not zero everywhere. Physically, the inserted disc pushes the crystal apart along its normal, and the elastic response also moves material sideways.

The factor $\cos\varphi$ vanishes on the plane through the loop centre perpendicular to $\mathbf g$. The beam is very nearly perpendicular to $\mathbf g$, so columns through the centre line lie in this plane. In the column model the residual image has a line of no contrast perpendicular to $\mathbf g$.

The size of the effect was computed with isotropic elasticity and the two-beam equations, which neglect all reflections except 220. The columns were taken along [001]. The inputs are:

- Poisson ratio 0.30, extinction distance 40 nm and foil thickness 90 nm;
- the exact Bragg condition, with loop centres 35, 45 and 55 nm deep;
- a smoothing length of 1 nm at the dislocation line.

The contrast is the root-mean-square change of dark-field intensity over a 40 nm square around the loop, in units of the incident intensity, averaged over the three depths.

| Loop kind | $\mathbf g\cdot\mathbf b=0$ | Mean of the others |
|---|---|---|
| Faulted | 0.035 | 0.195 |
| Perfect | 0.032 | 0.160 |

The residual contrast is 18% of the mean visible contrast for faulted loops and 20% for perfect loops. The weakest perfect loop with $\mathbf g\cdot\mathbf b\neq0$ has 0.133, about four times the residual value. This number depends on the treatment of the line: a Gaussian smoothing over 0.6 to 1.6 nm gives 0.10 to 0.12, about three times the largest residual value. Under these conditions the criterion clearly separates the two groups, but it does not make the first group disappear.

This matters for counting. If some residual images are recorded as loops, the factors 2 and 6/5 overcorrect. In the limit where all of them are recorded, the correct factor is 1. A count should therefore state its contrast threshold. The percentages belong to the parameters above, and the treatment of the dislocation line matters too: another smoothing of the displacement there can change both by a few percentage points.

The exact Bragg condition without absorption is also a special case, and for this foil a favourable one. There a small $\mathbf g\cdot\mathbf u$ changes the intensity only in second order, whereas away from it the change is generally of first order. For the same foil, a deviation $s$ from the Bragg condition with $s\xi=0.3$, where $\xi$ is the extinction distance, raises the residual contrast to about 40% of the visible contrast. The rise depends on $s$ and on thickness: it reaches 50 to 60% at $s\xi=0.6$ and falls back to about 30% at $s\xi=1$, while in an 80 nm foil $s\xi=0.3$ leaves the ratio just below 20%. Anomalous absorption can have a similar effect in the 90 nm foil. The values of 18% and 20% should therefore not be taken as typical of real images. Elastic anisotropy matters for CeO$_2$. With approximate cubic constants $C_{11}=403$, $C_{12}=105$ and $C_{44}=60$ GPa and the other inputs unchanged, the faulted ratio stays near 20%, but the perfect ratio rises to about 65%. The weakest loop with $\mathbf g\cdot\mathbf b\neq0$ then exceeds the strongest residual image by only about 10%, so the clear separation above is a result of the isotropic model and should not be assumed for this material. Surface relaxation is left out.

## (h) How does the model compare with a real implanted layer?

**Answer.** CeO$_2$ has the fluorite structure, whose translation lattice is fcc, and both loop types of this question are relevant to it. The ions inside the cell do not enter the variant count. The same fractions apply to diamond-cubic silicon, where end-of-range loops lie just beyond the former boundary of an amorphized layer. No prior amorphization is assumed for the CeO$_2$ example, and "end of range" there means the depth near the end of the ion path.

Real loops have a distribution of sizes, and small ones may be missed even when $\mathbf g\cdot\mathbf b\neq0$. The variant correction does not restore them. Images can also overlap. A {111} disc is inclined to the foil, with $|\cos\theta|=1/\sqrt3$ between its normal and the beam, so the projected areas of all 180 loops add up to a fraction

$$\frac{180\,\pi R^2/\sqrt3}{(500\ \text{nm})^2}=0.131$$

of the field. The chance that a given loop image touches another is not this small. Two equal, parallel ellipses overlap when their centres are separated by less than a full ellipse diameter in that direction, a region of four times the area of one ellipse. For ellipses crossed at right angles the region is about 4.5 times the area. With 180 loops placed at random and equal populations, about 40% of the images touch another, so overlap may hide or merge loops at this density.

Equal population is the assumption most directly exposed to stress in an implanted layer. The two cases in part (f) moved the faulted estimate from 120 to 100 and the perfect estimate from 60 to 66.7. Each shift is nearly twice the corresponding random-variant spread: 20 against 11.0 for the faulted loops and 6.7 against 3.5 for the perfect loops. The total number of loops of each kind seen in one 220 image cannot reveal either shift, whereas the second reflection of part (f) removes the need for the assumption, provided that loops of both kinds are matched by position so that a residual image is not counted as another loop. The values used here are collected in the numerical output.

## Table of computed values

```
faulted, b = a/3 [1, -1, 1]: |g.b| = 0.0000
faulted, b = a/3 [-1, -1, 1]: |g.b| = 1.3333
faulted, b = a/3 [-1, -1, -1]: |g.b| = 1.3333
faulted, b = a/3 [1, -1, -1]: |g.b| = 0.0000
perfect, b = a/2 [0, -1, -1]: |g.b| = 1.0000
perfect, b = a/2 [1, 0, -1]: |g.b| = 1.0000
perfect, b = a/2 [1, -1, 0]: |g.b| = 0.0000
perfect, b = a/2 [-1, 0, -1]: |g.b| = 1.0000
perfect, b = a/2 [0, 1, -1]: |g.b| = 1.0000
perfect, b = a/2 [-1, -1, 0]: |g.b| = 2.0000
invisible faulted fraction, 220: 0.5000
invisible perfect fraction, 220: 0.1667
invisible fractions, 111: faulted 0.0000, perfect 0.5000
invisible fractions, 400: faulted 0.0000, perfect 0.3333
images per faulted variant, 220 and 2-20: [1, 1, 1, 1]
images per perfect variant, 220 and 2-20: [2, 2, 1, 2, 2, 1]
largest error of phase jump / 2 pi: 1.4e-03
largest difference of two field forms: 1.1e-05
lattice parameter (rough): 0.54 nm
Poisson ratio (rough): 0.30
loop radius: 10.0 nm
field side: 500 nm
field area: 2.50e-09 cm^2
seen loops: faulted 60, perfect 50
corrected faulted: 120.0 +/- 11.0
corrected perfect: 60.0 +/- 3.5
faulted density: 4.80e+10 cm^-2
perfect density: 2.40e+10 cm^-2
total seen density: 4.40e+10 cm^-2
total corrected density: 7.20e+10 cm^-2
faulted/perfect ratio seen: 1.20
faulted/perfect ratio corrected: 2.00
{111} layer spacing: 0.3118 nm
cations per loop: formula 2488, counted 2491
stored cations, seen loops: 1.09e+14 cm^-2
stored cations, corrected: 1.79e+14 cm^-2
projected loop coverage: 0.131
faulted number if visible share is 0.60: 100.0
perfect number if in-plane b have weight 2: 66.7
image model: extinction 40 nm, foil 90 nm, core 1.0 nm
faulted RMS contrast: g.b=0 0.0347, others 0.1950
perfect RMS contrast: g.b=0 0.0316, others 0.1598
weakest perfect contrast with g.b not 0: 0.1330
residual/visible, faulted: 0.178, mesh shift -0.000
residual/visible, perfect: 0.198, mesh shift -0.000
```
